# Kelvin relations: what energy conservation gives and what reciprocity adds: test program

```python
"""Kelvin relations of thermoelectricity.
Claims under test, for one-dimensional flow without magnetic field:
  energy conservation alone:      K  = dPi/dT - S
  reciprocity (L12 = L21):        Pi = T S
  both together:                  K  = T dS/dT
S: Seebeck coefficient, Pi: Peltier coefficient, T: temperature,
K: Thomson coefficient (heat absorbed per current and temperature rise,
the part odd in the current), L: matrix of linear transport coefficients
for the forces E'/T and -T'/T^2, E' being the electrochemical field.
"""
from functools import lru_cache
import numpy as np
import sympy as sp
from scipy.constants import k as K_B, e as Q_E, m_e, hbar
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

# ---- Energy balance with Peltier and Seebeck functions left unrelated ----
x, t, current = sp.symbols("x t J")
a0, a1, a2, b0, b1, b2, s0, s1, c0, c1 = sp.symbols(
    "a0 a1 a2 b0 b1 b2 s0 s1 c0 c1")
temp = sp.Function("T")(x)
phi = sp.Function("phi")(x)
peltier_t = a0 + a1 * t + a2 * t**2
seebeck_t = b0 + b1 * t + b2 * t**2
sigma_x = s0 + s1 * temp
kappa_x = c0 + c1 * temp
energy_current = (peltier_t.subs(t, temp) * current
                  - kappa_x * temp.diff(x) + phi * current)
field_x = current / sigma_x + seebeck_t.subs(t, temp) * temp.diff(x)
absorbed = energy_current.diff(x).subs(phi.diff(x), -field_x)
odd_part = (absorbed - absorbed.subs(current, -current)) / 2
thomson_symbolic = odd_part / (current * temp.diff(x))
expected = (peltier_t.diff(t) - seebeck_t).subs(t, temp)
assert sp.simplify(thomson_symbolic - expected) == 0

# ---- Kinetic model: six levels, two directions, Pauli blocking, a bath ----
# Units: level spacing = 1, Boltzmann constant = 1, carrier charge = -1.
CHARGE = -1.0
LEVELS = np.arange(6) + 0.5
FILLING = 0.2
rng = np.random.default_rng(7)
same_way = rng.uniform(0.5, 1.5, (6, 6))
turned = rng.uniform(0.5, 1.5, (6, 6))
same_way = (same_way + same_way.T) / 2
turned = (turned + turned.T) / 2
BASE_RATE = np.block([[same_way, turned], [turned, same_way]])
LOOP = np.kron(np.eye(2), np.roll(np.eye(6), 1, axis=1))


def kinetic(T, loop_flux):
    """Return S, Pi and L; loop_flux > 0 breaks detailed balance."""
    energy = np.tile(LEVELS, 2)
    velocity = np.sqrt(energy) * np.repeat([1.0, -1.0], 6)
    mu = brentq(lambda m: expit((m - LEVELS) / T).mean() - FILLING, -20, 20)
    f0 = expit((mu - energy) / T)
    rate = BASE_RATE * np.exp((energy[:, None] - energy) / (2 * T))
    rate = rate + loop_flux * LOOP / np.outer(f0, 1 - f0)

    def collisions(f):
        hops = rate * np.outer(f, 1 - f)
        return hops.sum(axis=0) - hops.sum(axis=1)

    assert np.abs(collisions(f0)).max() < 1e-11   # equilibrium is stationary
    # The collision term is quadratic in f: central differences are exact.
    jacobian = np.array([(collisions(f0 + 0.1 * u) - collisions(f0 - 0.1 * u))
                         / 0.2 for u in np.eye(12)]).T
    slope = f0 * (1 - f0) / T

    def response(field, grad_t):
        drive = velocity * slope * ((energy - mu) * grad_t / T
                                    - CHARGE * field)
        df = np.linalg.lstsq(jacobian, drive, rcond=1e-10)[0]
        return CHARGE * (velocity @ df), ((energy - mu) * velocity) @ df

    j_field, q_field = response(1.0, 0.0)
    j_grad, q_grad = response(0.0, 1.0)
    L = np.array([[T * j_field, -T**2 * j_grad],
                  [T * q_field, -T**2 * q_grad]])
    return -j_grad / j_field, q_field / j_field, L


print("Kinetic model (level spacing = k_B = 1, charge = -1), T = 1")
LOOP_FLUX = 0.5
for name, flux in (("detailed balance", 0.0), ("circulating bath", LOOP_FLUX)):
    T, h = 1.0, 1e-3
    S, Pi, L = kinetic(T, flux)
    S_up, Pi_up, _ = kinetic(T + h, flux)
    S_dn, Pi_dn, _ = kinetic(T - h, flux)
    thomson_energy = (Pi_up - Pi_dn) / (2 * h) - S
    thomson_kelvin = T * (S_up - S_dn) / (2 * h)
    margin = 1 - (L[0, 1] + L[1, 0])**2 / (4 * L[0, 0] * L[1, 1])
    assert L[0, 0] > 0 and L[1, 1] > 0 and margin > 0   # second law holds
    if flux == 0:
        assert abs(L[0, 1] / L[1, 0] - 1) < 1e-9
        assert abs(Pi / (T * S) - 1) < 1e-9
        # finite-difference error of order h^2
        assert abs(thomson_energy - thomson_kelvin) < 1e-5
    else:
        assert abs(Pi / (T * S) - 1) > 1e-2
        assert abs(thomson_energy - thomson_kelvin) > 1e-3
    print(f" {name}: circulating flux = {flux:.1f}")
    print(f"  L12 = {L[0, 1]:.6f}, L21 = {L[1, 0]:.6f}")
    print(f"  S = {S:.6f}, Pi = {Pi:.6f}, Pi/(T S) = {Pi / (T * S):.6f}")
    print(f"  dPi/dT - S = {thomson_energy:.5f}")
    print(f"  T dS/dT    = {thomson_kelvin:.5f}")
    print(f"  1-(L12+L21)^2/(4 L11 L22) = {margin:.4f}")

# ---- Electron gas, constant relaxation time; energies in eV ----
KT = K_B / Q_E                                   # eV per kelvin
root = np.linspace(0, np.sqrt(3.0), 3001)        # energy = root^2
ENERGY = root**2
STEP = 2 * root * (root[1] - root[0])
DOS = (2 * m_e * Q_E / hbar**2)**1.5 / (2 * np.pi**2) * root * STEP
WEIGHT = 2 * ENERGY / (3 * m_e) * DOS            # transport weight


@lru_cache(maxsize=None)
def chemical_potential(T, n):
    return brentq(lambda m: np.log(DOS @ expit((m - ENERGY) / (KT * T)) / n),
                  -1.5, 0.5, xtol=1e-15)


def moments(T, n):
    mu = chemical_potential(T, n)
    f = expit((mu - ENERGY) / (KT * T))
    w = WEIGHT * f * (1 - f) / (KT * T)
    return w.sum(), w @ (ENERGY - mu)


def seebeck(T, n):
    zeroth, first = moments(T, n)
    return -first / (T * zeroth)


def thomson(T, n, h=0.5):
    return T * (seebeck(T + h, n) - seebeck(T - h, n)) / (2 * h)


def chain(temps, charge_current, n):
    """Thermostatted nodes; each bond passes electrons at fixed total energy.
    Returns the energy current in each bond and the node potentials (eV)."""
    mus, energy_flows = [0.0], []
    for t1, t2 in zip(temps[:-1], temps[1:]):
        mu1 = mus[-1]
        chem1 = chemical_potential(float(t1), n)
        chem2 = chemical_potential(float(t2), n)

        def flows(mu2):
            bottom = (mu1 - chem1 + mu2 - chem2) / 2
            total = ENERGY + bottom
            net = WEIGHT * (expit((mu1 - total) / (KT * t1))
                            - expit((mu2 - total) / (KT * t2)))
            return -net.sum(), total @ net

        mu2 = brentq(lambda m: flows(m)[0] - charge_current,
                     mu1 - 0.02, mu1 + 0.02, xtol=1e-15)
        mus.append(mu2)
        energy_flows.append(flows(mu2)[1])
    return energy_flows, mus


def thomson_voltage(temps, n):
    """Heat absorbed by the inner nodes, odd in the current, per current."""
    amp = 1e-4 * moments(float(temps[0]), n)[0]
    heat = []
    for sign in (1, -1):
        flow, _ = chain(temps, sign * amp, n)
        heat.append(flow[-1] - flow[0])
    return (heat[0] - heat[1]) / (2 * amp)


print("Electron gas at 300 K: node chain | formula")
for n in (1e20, 1e24, 1e26):
    T = 300.0
    _, mus = chain([T - 0.5, T + 0.5], 0.0, n)
    s_chain = mus[1] - mus[0]                     # 1 K difference
    amp = 1e-4 * moments(T, n)[0]
    flow, mus = chain([T, T], amp, n)
    pi_chain = flow[0] / amp + (mus[0] + mus[1]) / 2
    k_chain = thomson_voltage([T - 1, T, T + 1], n)   # 1 K between midpoints
    S, K = seebeck(T, n), thomson(T, n)
    # finite steps in temperature and voltage limit the agreement
    assert abs(s_chain / S - 1) < 1e-4
    assert abs(pi_chain / (T * S) - 1) < 1e-4
    assert abs(k_chain / K - 1) < 1e-3
    print(f" density {n:.0e} m^-3")
    print(f"  S  = {s_chain*1e6:.2f} | {S*1e6:.2f} uV/K")
    print(f"  Pi = {pi_chain*1e3:.3f} | {T*S*1e3:.3f} mV")
    print(f"  K  = {k_chain*1e6:.2f} | {K*1e6:.2f} uV/K")


def dilute_seebeck(T, n):
    n_c = 2 * (m_e * K_B * T / (2 * np.pi * hbar**2))**1.5
    return -KT * (2.5 + np.log(n_c / n))


assert abs(seebeck(300.0, 1e20) / dilute_seebeck(300.0, 1e20) - 1) < 1e-5
assert abs(thomson(300.0, 1e20) / (-1.5 * KT) - 1) < 1e-4

# ---- Worked example: a leg between two temperatures ----
n, relax, cold, hot = 1e24, 1e-13, 300.0, 400.0
length, area, amps = 1e-3, 1e-6, 0.01
sigma = Q_E**2 * relax * moments(cold, n)[0]
assert abs(sigma / (n * Q_E**2 * relax / m_e) - 1) < 1e-8
assert abs(Q_E**2 * relax * moments(hot, n)[0] / sigma - 1) < 1e-8
resistance = length / (sigma * area)
int_s = quad(seebeck, cold, hot, args=(n,), epsabs=1e-10)[0]
int_k = quad(thomson, cold, hot, args=(n,), epsabs=1e-10)[0]
temps = np.linspace(cold, hot, 101)
inner = thomson_voltage(temps, n)
inner_formula = quad(thomson, cold + 0.5, hot - 0.5, args=(n,),
                     epsabs=1e-10)[0]
assert abs(inner / inner_formula - 1) < 1e-3
pi_cold, pi_hot = cold * seebeck(cold, n), hot * seebeck(hot, n)
heat_cold, heat_hot, heat_leg = pi_cold * amps, -pi_hot * amps, int_k * amps
work = -int_s * amps
assert abs((heat_cold + heat_hot + heat_leg) / work - 1) < 1e-5

print(f"Leg: density {n:.0e} m^-3, relaxation time {relax:.0e} s")
print(f" length {length*1e3:.0f} mm, area {area*1e6:.0f} mm^2, "
      f"current {amps*1e3:.0f} mA, cold to hot")
for T in (cold, hot):
    print(f" at {T:.0f} K: mu = {chemical_potential(T, n)*1e3:.2f} meV")
    print(f"  S = {seebeck(T, n)*1e6:.2f} uV/K, "
          f"Pi = {T*seebeck(T, n)*1e3:.2f} mV, "
          f"K = {thomson(T, n)*1e6:.2f} uV/K")
print(f" dilute formula: S(300 K) = {dilute_seebeck(cold, n)*1e6:.2f} uV/K")
print(f" dilute limit: K = -1.5 k/e = {-1.5*KT*1e6:.2f} uV/K")
print(f" conductivity = {sigma:.1f} S/m, resistance = {resistance:.4f} ohm")
print(f" integral of S dT = {int_s*1e3:.3f} mV")
print(f" integral of K dT = {int_k*1e3:.3f} mV")
print(f" inner 99 K: chain {inner*1e3:.3f}, formula {inner_formula*1e3:.3f} mV")
print(f" heat absorbed, cold junction = {heat_cold*1e3:.4f} mW")
print(f" heat absorbed, hot junction  = {heat_hot*1e3:.4f} mW")
print(f" heat absorbed along the leg  = {heat_leg*1e3:.4f} mW")
print(f" sum of the three heats = {(heat_cold+heat_hot+heat_leg)*1e3:.4f} mW")
print(f" work by Seebeck voltage = {work*1e3:.4f} mW")
print(f" Joule heat = {amps**2*resistance*1e3:.4f} mW")
print("all good")
```

Printed output:

```
Kinetic model (level spacing = k_B = 1, charge = -1), T = 1
 detailed balance: circulating flux = 0.0
  L12 = -0.274637, L21 = -0.274637
  S = -1.217646, Pi = -1.217646, Pi/(T S) = 1.000000
  dPi/dT - S = -0.77809
  T dS/dT    = -0.77809
  1-(L12+L21)^2/(4 L11 L22) = 0.4593
 circulating bath: circulating flux = 0.5
  L12 = -0.264704, L21 = -0.271097
  S = -1.210304, Pi = -1.239535, Pi/(T S) = 1.024152
  dPi/dT - S = -0.82984
  T dS/dT    = -0.73230
  1-(L12+L21)^2/(4 L11 L22) = 0.3750
Electron gas at 300 K: node chain | formula
 density 1e+20 m^-3
  S  = -1286.82 | -1286.82 uV/K
  Pi = -386.047 | -386.047 mV
  K  = -129.26 | -129.26 uV/K
 density 1e+24 m^-3
  S  = -493.44 | -493.44 uV/K
  Pi = -148.032 | -148.032 mV
  K  = -128.81 | -128.81 uV/K
 density 1e+26 m^-3
  S  = -122.75 | -122.75 uV/K
  Pi = -36.826 | -36.826 mV
  K  = -94.60 | -94.60 uV/K
Leg: density 1e+24 m^-3, relaxation time 1e-13 s
 length 1 mm, area 1 mm^2, current 10 mA, cold to hot
 at 300 K: mu = -82.95 meV
  S = -493.44 uV/K, Pi = -148.03 mV, K = -128.81 uV/K
 at 400 K: mu = -125.64 meV
  S = -530.52 uV/K, Pi = -212.21 mV, K = -128.96 uV/K
 dilute formula: S(300 K) = -493.14 uV/K
 dilute limit: K = -1.5 k/e = -129.26 uV/K
 conductivity = 2817.9 S/m, resistance = 0.3549 ohm
 integral of S dT = -51.287 mV
 integral of K dT = -12.889 mV
 inner 99 K: chain -12.761, formula -12.761 mV
 heat absorbed, cold junction = -1.4803 mW
 heat absorbed, hot junction  = 2.1221 mW
 heat absorbed along the leg  = -0.1289 mW
 sum of the three heats = 0.5129 mW
 work by Seebeck voltage = 0.5129 mW
 Joule heat = 0.0355 mW
all good
```
